# Phonon-drag thermopower, Herring's formula and the Kelvin relation, part 1

(Sections cited here and not found follow in the second part.)

## The physical situation

A lightly doped crystal with one end warmer than the other carries a heat current of phonons, and that current carries crystal momentum from hot to cold. The conduction electrons absorb and emit long-wavelength acoustic phonons, so they absorb more momentum pointing toward the cold end than toward the hot end and are pushed along. In an open circuit charge piles up until an electric field stops the motion. This field adds to the ordinary diffusion thermopower a second part, the phonon-drag thermopower $S_g$.

Its size follows from a short estimate. Phonons of speed $v$ and mean free path $l$ in a gradient $\nabla T$ look like an equilibrium gas drifting with velocity $u=-vl\,\nabla T/T$ (this is derived below). Electrons that scatter only from these phonons come to drift with the same $u$. A field $\mathcal E$ gives electrons of mobility $\mu$ the drift $-\mu\mathcal E$. Zero current requires $\mathcal E=u/\mu$, so $S_g=-vl/(\mu T)$. This is Herring's form.

The reverse process also exists. A current in an isothermal crystal pushes the phonons, which then carry heat and add a part $\Pi_g$ to the Peltier coefficient. The Kelvin relation $\Pi=TS$ ties the two effects together. Two points need care. With $\mu$ the actual mobility, the bare form $vl/(\mu T)$ is exact when all electron momentum goes to phonons of a single mean free path; otherwise $l$ must be replaced by the product $\beta\bar l$ defined below. And the Kelvin relation does not require drag as such: it holds with both drag terms, it holds trivially with neither, and it fails when one is kept without the other.

## Conventions and assumptions

Hartree atomic units are used with $\hbar=e=k_B=1$. The electron charge is $-1$, temperature is an energy, and thermopower is measured in $k_B/e=86.173\ \mu$V/K. The chemical potential is $\zeta$, the symbol $\mu$ is kept for the mobility, and $\mathcal E=E+\nabla\zeta$ is the field a voltmeter responds to. All fields point along $x$, a direction in which the transport tensors are diagonal. Sums $\sum_k$ (spin included) and $\sum_q$ are per unit volume. The equilibrium occupations are $f^0_k=1/(e^{(\varepsilon_k-\zeta)/T}+1)$ and $N^0_q=1/(e^{\omega_q/T}-1)$, with the abbreviations $F_k=f^0_k(1-f^0_k)$ and $D_q=N^0_q(1+N^0_q)$.

- A1. Steady state, linear response, no magnetic field, inversion-symmetric spectra.
- A2. Electrons and phonons interact through one-phonon processes $k+q\leftrightarrow k'$ that conserve energy and have the same squared matrix element in both directions.
- A3. These processes are normal, $\mathbf k+\mathbf q=\mathbf k'$, and the electrons occupy a region around $k=0$ away from the zone boundary.
- A4. There is one acoustic branch, $\omega_q=vq$.
- A5. All other phonon scattering relaxes $N_q$ to $N^0_q$ in a time $\tau_q=l_q/v$. Impurity scattering of electrons is elastic.
- A6. The collision operator defined in Lemma 2 has no zero mode among functions odd under inversion.

The deviations from local equilibrium are written
$$f_k=f^0_k+F_k\,\phi_k,\qquad N_q=N^0_q+D_q\,\psi_q,$$
and collected in one vector $x=(\phi,\psi)$, with the scalar product $y\cdot x=\sum_k y_k\phi_k+\sum_q y_q\psi_q$. The thermopower is defined by $\mathcal E=S\,\nabla T$ at zero current $J$, the Peltier coefficient by $Q=\Pi J$ at $\nabla T=0$, where $Q$ is the heat current, and the mobility by $\sigma=n\mu$.

## The theorem

**Theorem.** Let $\Omega$ be the linearized collision operator with blocks $\Omega_{ee},\Omega_{ep},\Omega_{pe},\Omega_{pp}$, and let $a$, $b=b_e+b_p$ be the driving vectors of Lemma 1.

(i) Under A1, A2, A5, A6, $S=S_d+S_g$ and $\Pi=\Pi_d+\Pi_g$, with $\Pi_d=TS_d$, $\Pi_g=TS_g$ and
$$S_g=-\frac{a\cdot\tilde\Omega^{-1}\Omega_{ep}\Omega_{pp}^{-1}b_p}{T\,a\cdot\tilde\Omega^{-1}a},\qquad \tilde\Omega=\Omega_{ee}-\Omega_{ep}\Omega_{pp}^{-1}\Omega_{pe}.$$

(ii) Under A1 to A6, at any electron density,
$$S_g=-\frac{\beta\,v\,\bar l}{\mu T},$$
where $\mu$ is the mobility of the coupled system, $\beta$ is the fraction of the momentum supplied by an electric field that leaves through the phonons, and $\bar l$ is the mean of $l_q$ weighted by that momentum loss.

(iii) Let $S_g^0$ be the expression in (i) with $\tilde\Omega$ replaced by $\Omega_{ee}$. If $\Omega_{pe}$ is dropped, $\Pi-TS=-TS_g^0$. If $\Omega_{ep}$ is dropped, $\Pi-TS=+TS_g^0$. If both are dropped, $\Pi-TS=0$ and $S_g=\Pi_g=0$.

## Lemmas

**Lemma 1 (driving terms).** With $v_k=\partial\varepsilon_k/\partial k_x$ and $v_q=\partial\omega_q/\partial q_x$, define
$$a=(-v_kF_k,\,0),\qquad b_e=((\varepsilon_k-\zeta)v_kF_k,\,0),\qquad b_p=(0,\,\omega_qv_qD_q).$$
The streaming terms of the two Boltzmann equations equal $\frac1T\left[-a\,\mathcal E+b\,\nabla T/T\right]$, and $J=a\cdot x$, $Q=b\cdot x$.

*Proof.* In linear response the streaming term acts on the local equilibrium function only, because the gradient of the deviation is of second order. The function $f^0$ depends on $y=(\varepsilon-\zeta)/T$, and $\partial f^0/\partial\varepsilon=-F/T$. Since $\nabla y=-\nabla\zeta/T-(\varepsilon-\zeta)\nabla T/T^2$ and $df^0/dy=-F$,
$$v_k\nabla f^0=\frac{F_k}{T}\,v_k\left[\nabla\zeta+(\varepsilon_k-\zeta)\frac{\nabla T}{T}\right].$$
The force on an electron is $-E$, so the force term is $-E\,\partial f^0/\partial k_x=-E\,v_k(-F_k/T)=F_kv_kE/T$. The sum is $(F_kv_k/T)[\mathcal E+(\varepsilon_k-\zeta)\nabla T/T]$, which is the electron part of the claim because $F_kv_k=-a_k$. For phonons $dN^0/d(\omega/T)=-D$ gives $\partial N^0/\partial T=D\,\omega/T^2$, so $v_q\nabla N^0=\omega_qv_qD_q\nabla T/T^2$, the phonon part. The equilibrium functions are even and the velocities odd, so only deviations carry current: $J=-\sum_kv_kF_k\phi_k=a\cdot x$ and $Q=\sum_k(\varepsilon_k-\zeta)v_kF_k\phi_k+\sum_q\omega_qv_qD_q\psi_q=b\cdot x$. $\square$

The same two vectors drive the system and measure its currents. This is the reason for dividing out $F$ and $D$.

**Lemma 2 (collision operator).** To first order the collision terms equal $-\Omega x$, with $\Omega=\Omega^{c}+I+R$ symmetric and non-negative. In particular $\Omega_{pe}=\Omega_{ep}^{T}$.

*Proof.* For one process $k+q\leftrightarrow k'$ with rate constant $W$, the same in both directions by A2, the net forward rate is
$$r=W\left[f_k(1-f_{k'})N_q-f_{k'}(1-f_k)(1+N_q)\right]=r_+-r_-.$$
The ratio of the two terms is
$$\frac{r_+}{r_-}=\frac{f_k}{1-f_k}\cdot\frac{1-f_{k'}}{f_{k'}}\cdot\frac{N_q}{1+N_q}.$$
In equilibrium this is $\exp[-(\varepsilon_k-\zeta)/T+(\varepsilon_{k'}-\zeta)/T-\omega_q/T]=1$ by energy conservation. Call the common value $P=Wf^0_k(1-f^0_{k'})N^0_q$. The first-order changes of the logarithms are $\delta\ln[f/(1-f)]=\delta f/F=\phi$ and $\delta\ln[N/(1+N)]=\delta N/D=\psi$. Hence $r_+/r_-=1+\phi_k+\psi_q-\phi_{k'}$, and $r=r_-(r_+/r_--1)$ becomes
$$r=P\,(\phi_k+\psi_q-\phi_{k'})=P\,s\cdot x,$$
where $s$ has entry $+1$ at $k$, $+1$ at $q$ and $-1$ at $k'$. The process lowers $f_k$ and $N_q$ and raises $f_{k'}$ at the rate $r$, so it contributes $-s\,r=-P\,ss^Tx$. Summing over processes gives $\Omega^c=\sum P\,ss^T$, which is symmetric, with $x\cdot\Omega^cx=\sum P(s\cdot x)^2\ge0$. For an elastic impurity transition the net rate is $W_i[f_k(1-f_{k'})-f_{k'}(1-f_k)]=W_i(f_k-f_{k'})=W_iF_k(\phi_k-\phi_{k'})$, with $F_k=F_{k'}$, which has the same structure and defines $I$, acting on electrons only. The phonon relaxation term is $-(N_q-N^0_q)/\tau_q=-D_q\psi_q/\tau_q$, so $R$ is diagonal with positive entries $D_q/\tau_q$. $\square$

The blocks are $\Omega_{ee}=\Omega^c_{ee}+I$, $\Omega_{pp}=\Omega^c_{pp}+R$, and the off-diagonal blocks come from $\Omega^c$ alone. $\Omega_{ep}\psi$ enters the electron equation and is the drag of phonons on electrons. $\Omega_{pe}\phi$ enters the phonon equation and is the drag of electrons on phonons. Both arise from the cross terms of a single square $(s\cdot x)^2$.

Setting streaming equal to collisions gives the coupled equations
$$\Omega x=\frac1T\left[a\,\mathcal E-b\,\frac{\nabla T}{T}\right].\tag{1}$$
A constant $\phi$ is a zero mode of $\Omega$ (a shift of $\zeta$), but it is even under inversion. The drives are odd, and on odd functions $\Omega$ is positive definite by A6, so $\Omega^{-1}$ exists there and is symmetric. Its diagonal blocks are then positive definite as well.

**Lemma 3 (elimination of the phonons).** $\tilde\Omega$ is positive definite, $a\cdot\Omega^{-1}a=a\cdot\tilde\Omega^{-1}a$, $a\cdot\Omega^{-1}b_p=-a\cdot\tilde\Omega^{-1}\Omega_{ep}\Omega_{pp}^{-1}b_p$, and $a\cdot\tilde\Omega^{-1}a\ge a\cdot\Omega_{ee}^{-1}a$.

*Proof.* Write $\Omega x=(g_e,g_p)$ as two rows. The second row gives $\psi=\Omega_{pp}^{-1}(g_p-\Omega_{pe}\phi)$. Inserting this in the first row, $\Omega_{ee}\phi+\Omega_{ep}\psi=g_e$, gives $\tilde\Omega\phi=g_e-\Omega_{ep}\Omega_{pp}^{-1}g_p$. For the trial vector $x=(\phi,-\Omega_{pp}^{-1}\Omega_{pe}\phi)$ the second row vanishes and $x\cdot\Omega x=\phi\cdot\tilde\Omega\phi$, which is positive because $\Omega$ is. Since $a$ has only electron components, $a\cdot x=a\cdot\phi$, and the choices $g=a$ and $g=b_p$ give the two identities. For any positive definite symmetric $M$, completing the square gives $2a\cdot\phi-\phi\cdot M\phi=a\cdot M^{-1}a-(\phi-M^{-1}a)\cdot M(\phi-M^{-1}a)$, so $a\cdot M^{-1}a$ is the maximum of the left side. Because $\phi\cdot\tilde\Omega\phi=\phi\cdot\Omega_{ee}\phi-(\Omega_{pe}\phi)\cdot\Omega_{pp}^{-1}(\Omega_{pe}\phi)\le\phi\cdot\Omega_{ee}\phi$, the function to be maximized is everywhere at least as large for $\tilde\Omega$ as for $\Omega_{ee}$. $\square$

The inequality says that the coupled mobility is never below the Bloch mobility, computed with phonons held in equilibrium: phonons that have been pushed give some momentum back.

**Lemma 4 (momentum identities).** Let $p=(k_x,q_x)$. Under A3 and A4, $\Omega^cp=0$, $a\cdot p=-nT$, and $b_{p,q}=v^2q_xD_q$.

*Proof.* For every normal process $s\cdot p=k_x+q_x-k'_x=0$, so each term $P\,s(s\cdot p)$ vanishes. Next, $F_kv_k=-T\,\partial f^0/\partial k_x$, so $a\cdot p=T\sum_kk_x\,\partial f^0/\partial k_x$. Integration by parts, with no surface term because $f^0$ vanishes far from $k=0$, gives $-T\sum_kf^0_k=-nT$. No band shape and no limit of the statistics enters. Finally $v_q=vq_x/q$ and $\omega_q=vq$ give $\omega_qv_q=v^2q_x$. $\square$

The last identity is what makes a simple formula possible: for a linear spectrum the heat current of a phonon is $v^2$ times its momentum.

## Proof of the theorem

*Part (i).* Solving (1) and using Lemma 1,
$$J=\frac{a\cdot\Omega^{-1}a}{T}\,\mathcal E-\frac{a\cdot\Omega^{-1}b}{T^2}\,\nabla T,\qquad Q=\frac{b\cdot\Omega^{-1}a}{T}\,\mathcal E-\frac{b\cdot\Omega^{-1}b}{T^2}\,\nabla T.$$
So $\sigma=a\cdot\Omega^{-1}a/T$. Setting $J=0$, and separately $\nabla T=0$,
$$S=\frac{a\cdot\Omega^{-1}b}{T\,a\cdot\Omega^{-1}a},\qquad \Pi=\frac{b\cdot\Omega^{-1}a}{a\cdot\Omega^{-1}a}.\tag{2}$$
Both are linear in $b=b_e+b_p$. $S_g$ is the response to the phonon streaming term $b_p$ and $\Pi_g$ is the heat carried by phonons per unit current. $S_d$ and $\Pi_d$ are the parts with $b_e$. The symmetry of $\Omega^{-1}$ gives $b_e\cdot\Omega^{-1}a=a\cdot\Omega^{-1}b_e$ and the same for $b_p$, so $\Pi_d=TS_d$ and $\Pi_g=TS_g$. Lemma 3 turns $S_g$ into the stated form.

*Part (ii).* Take the isothermal field problem, $\Omega x=a\,\mathcal E/T$, and form the product with $p$. The right side is $-n\mathcal E$ by Lemma 4, the force of the field on the electrons in unit volume. On the left, $p\cdot\Omega^cx=(\Omega^cp)\cdot x=0$ by symmetry and Lemma 4. What remains is
$$k_x\cdot I\phi+\sum_qL_q=-n\mathcal E,\qquad L_q=\frac{q_xD_q\psi_q}{\tau_q}.\tag{3}$$
The first term is the momentum lost to impurities and $L_q$ is the momentum lost by phonon mode $q$ to the rest of the lattice. Define
$$\beta=\frac{\sum_qL_q}{-n\mathcal E},\qquad \bar l=\frac{\sum_ql_qL_q}{\sum_qL_q}.$$
The phonon heat current is $Q_p=b_p\cdot x=v^2\sum_qq_xD_q\psi_q=v^2\sum_q\tau_qL_q=v\sum_ql_qL_q$, where $v\tau_q=l_q$ was used. Therefore $Q_p=v\,\bar l\,\beta\,(-n\mathcal E)$. Dividing by $J=n\mu\mathcal E$,
$$\Pi_g=-\frac{\beta v\bar l}{\mu},$$
and part (i) gives $S_g=\Pi_g/T=-\beta v\bar l/(\mu T)$.

*Part (iii).* Dropping $\Omega_{pe}$ leaves a block-triangular matrix whose inverse is checked by multiplication:
$$M_A=\begin{pmatrix}\Omega_{ee}&\Omega_{ep}\\0&\Omega_{pp}\end{pmatrix},\qquad M_A^{-1}=\begin{pmatrix}\Omega_{ee}^{-1}&-\Omega_{ee}^{-1}\Omega_{ep}\Omega_{pp}^{-1}\\0&\Omega_{pp}^{-1}\end{pmatrix}.$$
Formulas (2) hold with $M_A$ in place of $\Omega$, since their derivation did not use symmetry. The denominator is $a\cdot\Omega_{ee}^{-1}a$. The upper right block gives $S_g=S_g^0$. The lower left block is zero, so $b_p\cdot M_A^{-1}a=0$ and $\Pi_g=0$. The diffusion parts involve only the symmetric $\Omega_{ee}^{-1}$ and obey $\Pi_d=TS_d$. The gap is $\Pi-TS=0-TS_g^0$. Dropping $\Omega_{ep}$ instead gives $M_B=M_A^T$, because $\Omega_{pe}=\Omega_{ep}^T$. Then $a\cdot M_B^{-1}b_p=b_p\cdot M_A^{-1}a=0$, so $S_g=0$, and $b_p\cdot M_B^{-1}a=a\cdot M_A^{-1}b_p$, so $\Pi_g=TS_g^0$ and the gap is $+TS_g^0$. With both blocks dropped the matrix is block diagonal and symmetric, and both drag parts vanish. $\blacksquare$

## Remarks

*The direct route.* Part (ii) was obtained from the Peltier side. In the simplest case the same result follows from the temperature gradient without the Kelvin relation. Take no impurities, a single $\tau=l/v$, and so few electrons that $\Omega_{pp}\approx R$ and $\tilde\Omega\approx\Omega_{ee}=\Omega^c_{ee}$. Then $\Omega_{pp}^{-1}b_p=(\tau/D_q)\,v^2q_xD_q=v^2\tau q_x$. The electron row of $\Omega^cp=0$ reads $-\Omega_{ep}q_x=\Omega^c_{ee}k_x$. The numerator of (i), with its sign, becomes $v^2\tau\,a\cdot\Omega_{ee}^{-1}\Omega_{ee}k_x=v^2\tau(-nT)$, and the denominator is $T\cdot T\sigma=T^2n\mu$. Hence $S_g=-v^2\tau/(\mu T)=-vl/(\mu T)$. In this case (1) gives $\psi_q=-v^2\tau q_x\nabla T/T^2$. A drifting equilibrium $N^0(\omega-q_xu)$ has $\delta N=D\,q_xu/T$, so $u=-vl\,\nabla T/T$, the drift used in the opening estimate.

*Signs and units.* For holes $a$ changes sign and $S_g$ is positive. The combination $vl/\mu$ has the SI unit (m/s)(m)/(m²/Vs) = V, so $S_g=-\beta v\bar l/(\mu T)$ holds unchanged in V/K.

*What the formula does and does not give.* Part (ii) is an identity. With one $l$ and no impurities, (3) forces $\beta=1$ and $\bar l=l$, and $S_g=-vl/(\mu T)$ is exact at every density provided $\mu$ is the coupled mobility. In general $\beta$ and $\bar l$ must be taken from the solution of the field problem. $\bar l$ is a mean in the strict sense when all $L_q$ have one sign, as they do for a drift-like solution.

*Why a one-sided calculation goes unnoticed.* At low density $\tilde\Omega-\Omega_{ee}$ is small relative to $\Omega_{ee}$: each of $\Omega_{ee},\Omega_{ep},\Omega_{pe}$ is proportional to $n$ while $\Omega_{pp}\approx R$ is not, so the correction is of order $n^2$ against $n$. Dropping $\Omega_{pe}$ alone therefore gives an accurate $S$ and $\sigma$. It is tempting to conclude that $\Omega_{pe}$ may be dropped everywhere. But $\Pi_g$ is the ratio of $Q_p\propto n$ to $J\propto n$ and stays finite as $n\to0$. The phonon disturbance is too weak to react on the electrons, yet it carries as much heat per electron as the drag thermopower demands. A truncated operator also breaks momentum conservation: without $\Omega_{pe}$, the momentum that drifting electrons lose in collisions with phonons never reaches the phonons.

*Where the result fails.* Part (i) needs only a symmetric operator and survives Umklapp processes, dispersion, several branches and a full linearized phonon-phonon operator in place of $R$. In a magnetic field $\Omega$ acquires an antisymmetric part and the relation connects $B$ with $-B$. Part (ii) is more fragile. Umklapp processes spoil $\Omega^cp=0$, as in many metals. Dispersion spoils $\omega v_q=v^2q_x$. The relaxation time in A5 treats momentum passed to other phonons as lost, which is wrong when normal phonon-phonon collisions dominate. With a general symmetric $R$ the loss becomes $q_x\cdot R\psi$ and the identity persists with $\bar l=v\sum_qq_xD_q\psi_q/(q_x\cdot R\psi)$, which is then no longer an average of single-mode lengths.

## Corollary 1: complete drag

Suppose $I=0$, $R=\gamma R_1$ with $\gamma\to0$, and $p$ is the only odd zero mode of $\Omega^c$ driven along $x$. Then $S_g\to-C/(3n)$, where $C$ is the heat capacity per volume of the phonon modes coupled to the electrons.

*Proof.* Write the solution of $(\Omega^c+\gamma R_1)x=g$ as $x=c\,p+y$ with $y$ orthogonal to $p$. On that subspace $\Omega^c$ is invertible, so $y$ is determined by $\Omega^cy=g-\gamma R_1x$ and stays bounded if $\gamma c$ does. The product with $p$ gives $\gamma c\,p\cdot R_1p+\gamma\,p\cdot R_1y=p\cdot g$, so $c\to p\cdot g/(\gamma\,p\cdot R_1p)$, which diverges and dominates $y$. Thus $\Omega^{-1}\to pp^T/(\gamma\,p\cdot R_1p)$, and (2) gives
$$S_g\to\frac{(a\cdot p)(p\cdot b_p)}{T(a\cdot p)^2}=\frac{v^2\sum_qq_x^2D_q}{-nT^2}.$$
By isotropy $v^2q_x^2\to\omega_q^2/3$, and $C=\sum_q\omega_q\,\partial N^0_q/\partial T=\sum_q\omega_q^2D_q/T^2$. $\square$

This is a force balance. The phonon gas has pressure equal to a third of its energy density, so the gradient exerts the force $-C\nabla T/3$, which only the field on the electrons can absorb: $-n\mathcal E-C\nabla T/3=0$. In Herring's form $\bar l$ and $\mu$ both grow as $1/\gamma$ and their ratio stays finite. When $l_q$ is long enough for scattering on electrons to compete with the lattice loss rate $v/l_q$, raising $n$ at fixed $l_q$ moves the system toward this regime and $|S_g|$ falls, which is called saturation. For short $l_q$ the lattice loss keeps dominating and there need be no fall: in the model of Corollary 2 with a short constant $l$ and no impurities, the mobility drops once the electrons are degenerate, and $|S_g|=vl/(\mu T)$ rises with $n$ as long as $2k_Fv$ stays below about $3T$ (up to about $10^{21}$ cm⁻³ for the inputs of the example with $l=100$ Å). Beyond that the phonons with $q\sim2k_F$ freeze out, the mobility rises again and $|S_g|$ falls. Which modes count in $C$ depends on $l_q$. Coupling is strong only for $q$ up to about twice the typical electron wave number, but at $T>0$ this limit is not sharp: modes above it couple exponentially weakly, through the thermal tail of the electrons, and lock only when $l_q$ exceeds their scattering length on electrons. For a finite $l_q$ an estimate of $C$ should therefore include only the modes that scatter on electrons faster than they lose momentum to the lattice, and not the full lattice heat capacity.

We have shown that the drag and diffusion parts obey the Kelvin relation separately, that it fails when only one direction of drag is kept, and that Herring's form holds with $\beta\bar l$ in place of $l$, and we have found the complete-drag limit. It remains to evaluate $\mu$, $\beta$ and $\bar l$ in a deformation-potential model and to check the results in a worked example.
